# Counting silicon interstitials in a circular faulted loop: a numerical check

```python
# Result under test: a circular interstitial Frank loop of radius R in silicon
# holds N = n*pi*R^2 atoms, with n = 8/(sqrt(3)*a^2) for one {111} double layer.
# a: lattice constant, b: Burgers vector (a/3)[111], n: atoms per area.
# Lengths are in nm unless a name says cm.
import numpy as np
from scipy import constants

a = constants.value("lattice parameter of silicon") * 1e9
R = 20.0
n_given_cm2 = 1.57e15
cm_per_nm = 1e-7
b_len = a / np.sqrt(3)
n_nm2 = 8 / (np.sqrt(3) * a**2)
n_cm2 = n_nm2 / cm_per_nm**2
area_cm2 = np.pi * (R * cm_per_nm)**2
N_given = n_given_cm2 * area_cm2
N_lattice = n_cm2 * area_cm2

# Explicit double layer cut from the cubic diamond lattice.
e1 = np.array([1, -1, 0]) / np.sqrt(2)
e2 = np.array([1, 1, -2]) / np.sqrt(6)
normal = np.array([1, 1, 1]) / np.sqrt(3)
i, j = np.meshgrid(np.arange(-90, 91), np.arange(-90, 91))
i, j = i.ravel(), j.ravel()
upper = np.column_stack([i, j, -i - j]) * a / 2
lower = np.column_stack([i, j, -2 - i - j]) * a / 2 + a / 4
plane_gap = (upper[0] - lower[0]) @ normal
xy_upper = np.column_stack([upper @ e1, upper @ e2])
xy_lower = np.column_stack([lower @ e1, lower @ e2])
rng = np.random.default_rng(7)


def counts_in_circles(radius, trials=400):
    """Atoms of each plane inside circles with random centres."""
    result = []
    for centre in rng.uniform(-1.5, 1.5, (trials, 2)):
        result.append([np.sum(np.sum((p - centre)**2, axis=1) < radius**2)
                       for p in (xy_upper, xy_lower)])
    return np.array(result)


for radius in (5.0, 10.0, R):
    planes = counts_in_circles(radius)
    totals = planes.sum(axis=1)
    expected = n_nm2 * np.pi * radius**2
    assert abs(totals.mean() / expected - 1) < 3e-3  # finite sampling
mean_count, scatter = totals.mean(), totals.std()
single_plane = planes[:, 0].mean()
assert scatter / mean_count < 0.01
assert abs(N_given / 20000 - 1) < 0.025  # 20000 to two figures
assert abs(n_cm2 / n_given_cm2 - 1) < 0.005  # rounding of given density


# Stacks of vertically bonded atom pairs: perfect and with one extra pair.
def neighbour_census(sequence):
    """Return bond counts of interior atoms and number of eclipsed contacts."""
    d = a / np.sqrt(2)
    v1 = np.array([d, 0, 0])
    v2 = np.array([d / 2, d * np.sqrt(3) / 2, 0])
    unit = a / (4 * np.sqrt(3))
    reference = []
    for level, letter in enumerate(sequence):
        shift = "ABC".index(letter) * (v1 + v2) / 3
        for height in (4 * level, 4 * level + 3):
            reference.append(shift + np.array([0, 0, height * unit]))
    reference = np.array(reference)
    cells = [p * v1 + q * v2 for p in range(-4, 5) for q in range(-4, 5)]
    atoms = np.concatenate([reference + c for c in cells])
    bond = a * np.sqrt(3) / 4
    bonds, eclipsed = [], 0
    for atom in reference[1:-1]:
        dist = np.linalg.norm(atoms - atom, axis=1)
        assert np.min(dist[dist > 1e-6]) > bond * (1 - 1e-9)
        bonds.append(int(np.sum(abs(dist - bond) < 1e-6)))
        eclipsed += int(np.sum(abs(dist - 5 * bond / 3) < 1e-6))
    return bonds, eclipsed // 2


bonds_perfect, eclipsed_perfect = neighbour_census("ABCABCABCABC")
bonds_fault, eclipsed_fault = neighbour_census("ABCABC" + "B" + "ABCABC")
assert set(bonds_perfect) == {4} and set(bonds_fault) == {4}
assert eclipsed_perfect == 0 and eclipsed_fault > 0


# Burgers vectors in units of a.
def is_lattice_translation(vector):
    doubled = 2 * np.asarray(vector)
    whole = np.allclose(doubled, np.round(doubled))
    return bool(whole and round(doubled.sum()) % 2 == 0)


b_frank = np.array([1, 1, 1]) / 3
b_shockley = np.array([1, 1, -2]) / 6
b_perfect = b_frank + b_shockley
assert not is_lattice_translation(b_frank)
assert is_lattice_translation(b_perfect)
N_unfaulted = 8 / a**3 * (a * b_perfect @ normal) * np.pi * R**2
assert abs(N_unfaulted / mean_count - 1) < 3e-3  # finite sampling

# Projection of the tilted loop onto the (001) wafer surface.
t = np.linspace(0, 2 * np.pi, 20001)
rim = R * (np.outer(np.cos(t), e1) + np.outer(np.sin(t), e2))
x, y = rim[:, 0], rim[:, 1]
projected_area = abs(np.sum(x[:-1] * y[1:] - x[1:] * y[:-1])) / 2
area_ratio = projected_area / (np.pi * R**2)
long_half_axis = np.max(np.hypot(x, y))
short_half_axis = np.min(np.hypot(x, y))
assert abs(area_ratio - 1 / np.sqrt(3)) < 1e-5
assert abs(long_half_axis - R) < 1e-5

# Sizes of neglected effects.
dR = 1.0
N_low = n_given_cm2 * np.pi * ((R - dR) * cm_per_nm)**2
N_high = n_given_cm2 * np.pi * ((R + dR) * cm_per_nm)**2
rim_percent = 100 * ((1 + b_len / R)**2 - 1)
strain_percent = 100 * b_len / R
expansion, T_anneal, T_room = 4e-6, 800.0, 20.0
thermal_percent = 100 * (1 - (1 + expansion * (T_anneal - T_room))**-2)
R_20000 = np.sqrt(20000 / (np.pi * n_given_cm2)) / cm_per_nm

print(f"Loop radius: {R:.1f} nm = {R * cm_per_nm:.2e} cm")
print(f"Loop area: {area_cm2:.4e} cm2")
print(f"Given areal density: {n_given_cm2:.2e} atoms/cm2")
print(f"Atoms in loop, given density: {N_given:.0f}")
print(f"Silicon lattice constant: {a:.4f} nm")
print(f"Surface cell area: {np.sqrt(3) * a**2 / 4:.5f} nm2")
print(f"Burgers length = double-layer thickness: {b_len:.4f} nm")
print(f"Short gap between (111) planes: {plane_gap:.4f} nm")
print(f"Long gap between (111) planes: {b_len - plane_gap:.4f} nm")
print(f"Bulk atomic density: {8 / (a * cm_per_nm)**3:.3e} atoms/cm3")
print(f"Areal density from lattice: {n_cm2:.4e} atoms/cm2")
print(f"Atoms in loop, lattice density: {N_lattice:.0f}")
print(f"Direct count, mean over {len(totals)} centres: {mean_count:.0f}")
print(f"Direct count, standard deviation: {scatter:.0f} atoms")
print(f"Direct count, one plane only: {single_plane:.0f}")
print(f"Bonds per atom in faulted stack: {min(bonds_fault)}"
      f" to {max(bonds_fault)}")
print(f"Eclipsed contacts per cell, perfect: {eclipsed_perfect}")
print(f"Eclipsed contacts per cell, faulted: {eclipsed_fault}")
print(f"Atoms after unfaulting: {N_unfaulted:.0f}")
print(f"Radius holding 20000 atoms: {R_20000:.2f} nm")
print(f"Count if 20 nm were the diameter: {N_given / 4:.0f}")
print(f"Radius error assumed: {dR:.1f} nm")
print(f"Count at smaller radius: {N_low:.0f}")
print(f"Count at larger radius: {N_high:.0f}")
print(f"Rim wider by one Burgers length: +{rim_percent:.1f} %")
print(f"Crude strain scale b/R: {strain_percent:.1f} %")
print(f"Rough expansion coefficient: {expansion:.0e} 1/K")
print(f"Anneal and room temperature: {T_anneal:.0f}, {T_room:.0f} C")
print(f"Density loss at anneal temperature: {thermal_percent:.2f} %")
print(f"Projected long half-axis on (001): {long_half_axis:.2f} nm")
print(f"Projected short half-axis on (001): {short_half_axis:.2f} nm")
print(f"Projected area / true area: {area_ratio:.4f}")
print(f"Wrong count from projected area: {N_given * area_ratio:.0f}")
print("verified")
```

Printed output:

```
Loop radius: 20.0 nm = 2.00e-06 cm
Loop area: 1.2566e-11 cm2
Given areal density: 1.57e+15 atoms/cm2
Atoms in loop, given density: 19729
Silicon lattice constant: 0.5431 nm
Surface cell area: 0.12772 nm2
Burgers length = double-layer thickness: 0.3136 nm
Short gap between (111) planes: 0.0784 nm
Long gap between (111) planes: 0.2352 nm
Bulk atomic density: 4.994e+22 atoms/cm3
Areal density from lattice: 1.5659e+15 atoms/cm2
Atoms in loop, lattice density: 19678
Direct count, mean over 400 centres: 19678
Direct count, standard deviation: 4 atoms
Direct count, one plane only: 9839
Bonds per atom in faulted stack: 4 to 4
Eclipsed contacts per cell, perfect: 0
Eclipsed contacts per cell, faulted: 2
Atoms after unfaulting: 19678
Radius holding 20000 atoms: 20.14 nm
Count if 20 nm were the diameter: 4932
Radius error assumed: 1.0 nm
Count at smaller radius: 17806
Count at larger radius: 21751
Rim wider by one Burgers length: +3.2 %
Crude strain scale b/R: 1.6 %
Rough expansion coefficient: 4e-06 1/K
Anneal and room temperature: 800, 20 C
Density loss at anneal temperature: 0.62 %
Projected long half-axis on (001): 20.00 nm
Projected short half-axis on (001): 11.55 nm
Projected area / true area: 0.5774
Wrong count from projected area: 11391
verified
```
